Why Intercellular Valley Moments Cancel in the WSe₂ Exciton Zeeman Shift

**The error that the cancellation prevents**

Suppose the magnetic shift of the bright exciton in monolayer WSe₂ is estimated from the conduction electron's intercellular orbital moment and the valence d orbital's atomic moment. With the rough parameters used below, the first is −2.44 μB at valley K. It raises the transition by 2.44 μB B, while the valence orbital lowers it by 2 μB B. Counting the opposite shift at K' gives g = 2(2.44 − 2) ≈ +0.9. The sign is wrong, and the magnitude depends on the band mass.

The estimate omits the intercellular moment of the valence band. In the symmetric massive Dirac model it equals that of the conduction band, so it moves both ends of the transition together. What remains is the atomic contribution, g = −4 at the band edge. Within the two-band model, binding reduces the magnitude slightly. The cancellation belongs to this model; in the real crystal it is approximate.

**Model and signs**

The algebra uses atomic units, ħ = e = m₀ = 1, so μB = 1/2. The electron has charge −1, the field B points along +z, and π = p + A. With τ = +1 at K and −1 at K',

H = v(τπₓσₓ + πᵧσᵧ) + Mσ_z.

The upper component is the conduction orbital d_z². The lower one is the valence orbital (d_x²−y² + iτ d_xy)/√2. The gap is 2M, and without a field the bands are ±E, where E = √(M² + v²k²). A moment μ shifts an energy by −μB. The g-factor is defined by

E_X(K) − E_X(K') = g μB B.

The velocity operators are vₓ = τvσₓ and vᵧ = vσᵧ. At K, vₓ + ivᵧ = v(σₓ + iσᵧ) lifts the lower component to the upper one; at K', vₓ − ivᵧ does so. The two valleys therefore absorb opposite circular polarizations at the band edge, and g can be read as E(σ+) − E(σ−) in units of μB B, with σ+ assigned to K.

"Intercellular" here means the moment produced by H. The atomic moment is added as a separate term. This division is a modelling rule: a complete band calculation has one total orbital moment per band.

**Equal moments in the two bands**

Take a wave packet of band n, narrow in k and centred at r_c. Choosing A = ½B×(r − r_c) gives the energy ½B·⟨(r − r_c)×v⟩, hence

μ = −½⟨(r − r_c)×v⟩_z.

For a narrow packet without internal rotation the intraband part averages to zero. The interband position element is xₙⱼ = i(vₓ)ₙⱼ/(εⱼ − εₙ), and likewise for y. Substitution gives

μₙ = Σ_{j≠n} Im[(vₓ)ₙⱼ(vᵧ)ⱼₙ]/(εⱼ − εₙ).

There are two bands, so completeness turns the numerator for the conduction band into

Im[⟨c|vₓvᵧ|c⟩ − ⟨c|vₓ|c⟩⟨c|vᵧ|c⟩].

The second product is real. The first is ⟨τv²σₓσᵧ⟩ = iτv²⟨σ_z⟩, with ⟨σ_z⟩ = M/E. The denominator is −2E, so

μ_c = −τv²M/(2E²).

In the valence band ⟨σ_z⟩ and the denominator both change sign:

μ_v = (−τv²M/E)/(+2E) = μ_c.

At the edge m* = M/v², and the moment in Bohr magnetons is −τm₀/m*. For a gap of 1.9 eV and ħv = 0.42 eV nm the mass is 0.410 m₀, so the moment at K is −1/0.410 = −2.44 μB in each band. At k = 1 nm⁻¹ both have fallen to −2.04 μB.

**The same result from Landau levels**

The commutator is [πₓ, πᵧ] = −iB, so πₓ − iπᵧ = √(2B) a with [a, a†] = 1. At K,

H = [[M, v√(2B) a], [v√(2B) a†, −M]].

The state (0, |0⟩) is annihilated by the off-diagonal part and has energy −M. The other levels are ±√(M² + 2v²BN), with N ≥ 1. At K' the operators a and a† exchange places, with a change of sign that does not affect the energies, and the unpaired state (|0⟩, 0) has energy +M.

The lowest bright transition at K runs from −M to +√(M² + 2v²B). At K' it runs from −√(M² + 2v²B) to +M. Both energies are

M + √(M² + 2v²B).

At 20 T this lies 5.63 meV above the gap in either valley, although the edges themselves move differently. The conduction edge rises by 5.63 meV at K and stays fixed at K'.

To leading order the rise is B/m*. Half is the zero-point energy B/(2m*), and the other half is −μ_cB, equal to 2.82 meV. In the K valence band the zero-point energy is −B/(2m*) and the moment again gives +B/(2m*), so that edge stays put. The moments are therefore real and large for a single carrier, yet absent from the valley difference of the pair.

**Binding does not undo the cancellation**

A bound exciton spreads over many k, and its internal electric field could combine with the band geometry to give further terms linear in B. A symmetry argument covers them all within the model.

Removing electrons turns Σ c†ᵢHᵢⱼcⱼ into a constant minus Σ h†ⱼHᵢⱼhᵢ, so the hole Hamiltonian is −Hᵀ = −H*. Complex conjugation sends π to −p + A = −Π, where Π = p − A belongs to charge +1, and it reverses σᵧ. Therefore

−H* = v(τΠₓσₓ − Πᵧσᵧ) − Mσ_z.

Transforming with σₓ reverses σᵧ and σ_z:

σₓ(−H*)σₓ = v(τΠₓσₓ + Πᵧσᵧ) + Mσ_z.

This is the electron Hamiltonian with A replaced by −A. With an attraction V(r) that depends on distance alone,

H_pair(B) = H(r_e; B) + H(r_h; −B) + V(|r_e − r_h|),

where each particle is restricted to its positive-energy states. Exchanging the two labels gives H_pair(−B), restriction included. In a single valley, at zero pair momentum, the spectrum is thus even in B. A nondegenerate level such as the lowest s exciton has no linear shift. Time reversal gives E_X(K', B) = E_X(K, −B), so the valley splitting vanishes as well.

The argument assumes equal and opposite bands, an interaction blind to the spinor components, and no electron–hole exchange. Diagonalizing the bound pair at 20 T with Dirac moments alone gave |g| below 10⁻⁷, both for a Gaussian attraction and for the screened attraction used below.

**What the d orbitals leave**

Apply L_z = −i(x∂ᵧ − y∂ₓ) to the in-plane factor of the valence orbital:

L_z(x + iτy)² = −i[2iτx − 2y](x + iτy)
= 2(τx + iy)(x + iτy)
= 2τ(x + iτy)².

The last step uses 1/τ = τ. For d_z², proportional to 2z² − x² − y², the result is −i(−2xy + 2xy) = 0. Thus L_z is 2τ in the valence band and 0 in the conduction band.

Expanding (p + A)²/2 gives the energy +μB B L_z for a negative charge. The valence edge moves by +2τμB B, so the transition moves by −2τμB B, and

g = −2 − (+2) = −4.

Spin adds nothing for the bright pair. Light conserves spin at this level, so initial and final states carry the same spin shift. For the spin-flip pair the spin shifts do not cancel. The top valence state at K has spin up and rises by about μB B, while the spin-down conduction state falls by about μB B. At K' the spins and their shifts are reversed, so spin contributes another −4, and the spin and atomic terms together give g = −8.00. The intercellular moments do not cancel for this pair, because spin–orbit coupling gives the two spin copies different gaps. With rough splittings of 0.46 eV in the valence band and 0.04 eV in the conduction band, the spin-down copy at K has a gap of 1.9 + 0.46 − 0.04 = 2.32 eV and a conduction moment of −2.00 μB, against −2.44 μB for the top valence state. This adds −2(2.44 − 2.00) ≈ −0.9, so the band-edge value is about −8.9. The value −4 therefore belongs to the spin-conserving transition.

**Why the bound exciton falls slightly below 4**

Away from the edge each band mixes both orbitals. The atomic term in the spinor basis is

μB B diag(0, 2τ) = τμB B − τμB B σ_z.

The first part shifts both bands equally and cancels in the pair. The second replaces M by M − τμB B. The exciton therefore shifts by −τμB B dE_X/dM, and

g = −2 dE_X/dM.

For a free pair at the edge E_X = 2M, which returns −4. For a free pair at finite k, E_X = 2E and g = −4M/E.

For a bound pair, write C² = (1 + M/E)/2 and S² = (1 − M/E)/2. At K the band states are (C, S e^{iφ}) and (−S e^{−iφ}, C), where φ is the angle of k. The conduction overlap between k and k', and the valence overlap between k' and k, are both CC' + SS'e^{i(φ'−φ)}. The exciton equation is then

2E A(k) + ∫ d²k'/(2π)² V(k − k') [CC' + SS'e^{i(φ'−φ)}]² A(k') = E_X A(k).

For a normalized eigenstate, the derivative of E_X is the expectation value of the derivative of the operator:

dE_X/dM = 2⟨M/E⟩ + W.

Here W is the expectation value of the derivative of the interaction term, whose overlaps depend on M. When vk is small compared with M, the first part is about 2 − v²⟨k²⟩/M², so this part lowers |g| more for a more compact exciton.

A Gaussian well V(r) = −V₀ exp(−r²/2w²), with depth V₀ = 0.50 eV and width w = 1.0 nm, tests this. At zero field ⟨M/E⟩ = 0.9476 and W = −0.0221, so

dE_X/dM = 2 × 0.9476 − 0.0221 = 1.873,
g = −2 × 1.873 = −3.746.

A separate diagonalization at 20 T, in a basis of Landau-level pairs, also gives −3.746. In that field the Dirac pair without atomic terms rises by only 0.07 meV, and this rise is the same in both valleys.

**Size for parameters near WSe₂**

The example takes rough values for an encapsulated monolayer: gap 1.9 eV, ħv = 0.42 eV nm, surrounding permittivity 4.5 and screening length 4.5 nm. The pair attracts through the Rytova–Keldysh potential, the Coulomb attraction screened by a thin polarizable sheet. At wave number q it is −2πe²/[q(κ + r₀q)] in Gaussian units, with κ = 4.5 and r₀ = 4.5 nm. Some papers define the screening length differently, so the formula must be matched before values are compared.

The calculated binding energy is 0.16 eV. Doubling the Landau-level basis from 350 to 700 states increases it by 3.6 meV, and the converged zero-field value, 0.161 eV, lies about 4 meV above the 700-state result. The average ⟨M/E⟩ is 0.965. Orbital mixing alone thus gives −4 × 0.965 = −3.86, and the full pair calculation with 700 states gives g = −3.84. Doubling the basis changed g by 0.009, so the last digit is not settled. The converged values are ⟨M/E⟩ = 0.963 and g = −3.83.

At 20 T, μB B = 1.158 meV. With the 700-state value of g, the valley splitting is

−3.838 × 1.158 meV = −4.44 meV,

compared with −4.63 meV for the band-edge value. Full convergence changes the splitting by only about 0.01 meV. The exciton at K lies lower. Binding makes the splitting about 4 percent smaller than the band-edge value in this model.

**When equal moments are not enough**

Unequal electron and hole masses can be represented by adding βπ²/2 to both bands. This term is proportional to the unit matrix, so it has no interband velocity and leaves μ_c = μ_v at every k. It does break the electron–hole symmetry, and a bound pair then acquires a linear shift.

At zero pair momentum the two kinetic momenta can be written in the relative coordinate r as

π_e = p + ½B×r,  Π_h = −p + ½B×r.

Subtracting their squares leaves the cross terms:

½(π_e² − Π_h²) = p·(B×r) = B L,

where L is the relative angular momentum. Since π_e² = B(2n_e + 1) and Π_h² = B(2n_h + 1), it follows that L = n_e − n_h.

At K, electron level N has oscillator number N − 1 in its upper component and N in its lower one. The added energy βB(n + ½) is therefore βB(N − σ_z/2). It shifts M by −βB/2 and adds βBN to the electron; for a hole in level N' it adds −βBN'. The main component of the bright s exciton has the electron in the upper orbital, the hole in the lower one, and L = 0. This requires N − 1 = N'. The total shift at K is

βB(N − N') − (βB/2)dE_X/dM = βB[1 − ½dE_X/dM].

At K' it is the opposite. Dividing the difference by μB B = B/2 gives

g_β = β(4 − 2dE_X/dM).

For β = 0.15, an inverse-mass difference of 0.30/m₀, the Gaussian well gives 0.15 × (4 − 3.746) = 0.038, and the calculation in the field agrees. For the screened potential the same formula gives +0.024 with the 700-state value of g and +0.026 with the converged one. Mass asymmetry of this scalar kind is a small correction, and it vanishes for a free pair at the edge.

**Larger effects outside the model**

Mass asymmetry caused by a remote band can matter far more. Let a band at energy D above the conduction edge couple to that edge alone through w(πₓ ± iπᵧ). Second-order perturbation theory gives

δε = −(w²/D)(πₓ ± iπᵧ)(πₓ ∓ iπᵧ)
= −(w²/D)(π² ∓ B).

The first term changes the inverse mass by Δ(1/m) = −2w²/D. The second is an edge shift of magnitude w²B/D = |Δ(1/m)| μB B, with opposite signs in the two valleys. Hence

|Δg| = 2|Δ(m₀/m)|.

For the same inverse-mass difference of 0.30/m₀, g moves by +0.60 or −0.60, depending on the rotation sense of the coupling. A mass difference alone therefore does not fix the correction to g; its origin matters.

Selenium p orbitals also enter the band edges. If each edge had a p weight of 0.2, a rough figure, with |L_z| no larger than 1, the valence moment could change by up to 0.2 × (2 + 1) = 0.6 and the conduction moment by up to 0.2. The resulting bound on the change of g is 2 × (0.6 + 0.2) = 1.6. It is an upper limit for those assumptions, not an expected correction.

Measured values for the bright exciton of monolayer WSe₂ are roughly −4. The model gives the right sign and size, but the omitted terms are large enough that close agreement does not show each of them to be small. In the real crystal the assumption of two isolated, symmetric bands fails, and the estimates above put the possible effect at several tenths or more.

**Using the result**

For a quick estimate, use −4 for the spin-conserving exciton and state the sign convention and the helicity assigned to K. Do not add one band's Dirac moment to it, and do not infer the Dirac mass from a value near −4: at the symmetric band edge that mass has dropped out. For a property of a single carrier, such as its Landau levels, the intercellular moment must be kept.

When g is needed to a few tenths, compute the total orbital moment of each band edge from the sum over states, including the remote bands. For a spin-conserving edge transition,

g = −2[μ_c(K) − μ_v(K)]/μB,

because time reversal reverses both moments at K'. These totals replace the Dirac and atomic terms together; adding an atomic −4 to them would count the same motion twice. For a bound exciton the moments must also be followed away from the edge, and with unequal bands the pair itself must be solved in the field. The numerical output follows.

Computed results

```
gap 2M (rough): 1.90 eV; hbar*v (rough): 0.42 eV nm
permittivity (rough): 4.5; screening length (rough): 4.5 nm
magnetic field: 20 T; magnetic length: 5.737 nm
muB*B: 1.1577 meV
Dirac mass of both bands: 0.4104 m0
atomic L_z at K: conduction 0, valence 2 hbar
intercellular moment at K, conduction edge: -2.4368 muB
intercellular moment at K, valence edge: -2.4368 muB
same at k = 1.0 1/nm from K: c -2.0384, v -2.0384 muB
shift of each K edge from this moment: 2.8210 meV
Landau edges minus zero-field edges at K: c 5.6254, v 0.0000 meV
lowest free-pair bright transition at K: 1.9056254 eV
Landau edges minus zero-field edges at K': c 0.0000, v -5.6254 meV
lowest free-pair bright transition at K': 1.9056254 eV
spin splittings used (rough): valence 0.46, conduction 0.04 eV
band-edge g, spin-conserving pair: -4.0000
band-edge g, spin-flip pair: -8.0046
Gaussian test well: depth 0.50 eV, width 1.00 nm
Gaussian: zero-field E_X 1.738513 eV, binding 0.1615 eV
Gaussian: E_X in field minus zero-field E_X: 0.0665 meV
Gaussian: mean M/E 0.9476; dE_X/dM 1.8731
Gaussian: form-factor part of dE_X/dM: -0.0221
Gaussian: g from Dirac moments alone, magnitude below 1e-7: True
Gaussian: g with atomic moments -3.7460; -2 dE_X/dM -3.7463
scalar term beta: 0.15, inverse-mass difference 0.30 /m0
Gaussian: g from beta alone 0.0381; formula 0.0381
Keldysh: exciton binding 0.1564 eV
Keldysh: binding shift, basis 350 to 700: 3.575 meV
Keldysh: mean M/E 0.9652; -4 times it -3.8606
Keldysh: g from Dirac moments alone, magnitude below 1e-7: True
Keldysh: g with atomic moments: -3.8381
Keldysh: g shift, basis 350 to 700: 0.00910
Keldysh: valley splitting E(K)-E(K'): -4.4433 meV
band-edge valley splitting for g = -4: -4.6307 meV
neglected, scalar mass asymmetry: g change +0.0243
neglected, remote band 2.0 eV above, coupling 0.1512 eV nm:
  g change +0.6000 or -0.6000 by chirality
neglected, Se p weight 0.2 (rough) per band: g change up to 1.60
```
